# Surface Green's function and end state of a dimerized chain

## Problem

A semi-infinite chain has one orbital on each site \(j=1,2,3,\ldots\), with orthonormal orbitals and all site energies zero. The bonds alternate: \(v\) joins sites 1 and 2, \(w\) joins 2 and 3, \(v\) joins 3 and 4, and so on, with \(v,w>0\). Electrons do not interact and the bonds are fixed. The Hamiltonian is

\[
H=\sum_{j\ge1}t_j\big(|j\rangle\langle j+1|+|j+1\rangle\langle j|\big),\qquad t_1=v,\; t_2=w,\; t_3=v,\ldots
\]

Find the surface Green's function \(g(z)=\langle1|(z-H)^{-1}|1\rangle\). For which \(v,w\) does it have a pole at zero energy, and with what weight? Evaluate the answer for \(v=2.15\) eV, \(w=2.85\) eV and a two-site cell of length \(d=0.245\) nm.

Positive hoppings are no restriction. A nearest-neighbour open chain contains no closed loop, so the phase of each hopping can be absorbed into the next orbital without changing \(g\). For other signs or phases, \(v\) and \(w\) below stand for the moduli.

The weight has a direct meaning. For an isolated normalized state \(\psi\) of energy \(E_0\), the resolvent contains \(|\psi_1|^2/(z-E_0)\). The residue is the probability of finding that state on the first site.

## First estimate by scaling

Two limits show where to look. If \(v\to0\), site 1 is cut off and holds a state at zero energy with weight 1. If \(w\to0\), site 1 belongs to an isolated dimer with levels \(\pm v\), and zero energy is empty. The change between the two should occur where the bulk gap closes, since an end state can then merge with the bands.

In the bulk, a cell-to-cell phase \(k\) gives energies \(E=\pm|v+we^{ik}|\), so

\[
E^2=v^2+w^2+2vw\cos k .
\]

Near \(k=\pi+q\) with small \(q\), \(\cos k\simeq-1+q^2/2\), and

\[
E^2\simeq(w-v)^2+vw\,q^2 .
\]

The gap closes at \(v=w\). At \(E=0\) this relation gives \(q=\pm i|w-v|/\sqrt{vw}\), an evanescent wave. With \(\sqrt{vw}\) replaced by \(w\), its amplitude decay length is of order

\[
\xi_{\rm est}=\frac{d\,w}{w-v}\qquad(v<w).
\]

A state spread over \(\xi_{\rm est}/d\) cells has a first-site probability of order

\[
p_{\rm est}=\frac d{\xi_{\rm est}}=\frac{w-v}{w}.
\]

For the given values, \(\xi_{\rm est}=0.245\times2.85/0.70=1.00\) nm and \(p_{\rm est}=0.70/2.85=0.246\). Scaling leaves numerical factors open, and it has only suggested which side of \(v=w\) carries the state.

## Exact solution

### Recursion for the end site

Let \(\psi=(z-H)^{-1}|1\rangle\), so that \(g=\psi_1\). The first equation is

\[
z\psi_1-v\psi_2=1 .
\]

The rest of the chain, starting at site 2, is driven by the source \(v\psi_1\) at its own first site. If \(h\) is the surface Green's function of that remaining chain, then \(\psi_2=hv\psi_1\), and

\[
g=\frac1{z-v^2h}.
\]

Removing site 2 in the same way leaves a chain starting at site 3. It is identical to the original one, so

\[
h=\frac1{z-w^2g}.
\]

Insert \(h\) and multiply by \(z-w^2g\):

\[
g\big[z(z-w^2g)-v^2\big]=z-w^2g .
\]

Expanding and collecting powers of \(g\) gives

\[
zw^2g^2-(z^2+w^2-v^2)g+z=0. \tag{1}
\]

The discriminant is a difference of squares:

\[
\begin{aligned}
R^2&=(z^2+w^2-v^2)^2-4z^2w^2\\
&=[(z-w)^2-v^2][(z+w)^2-v^2]\\
&=(z^2-a^2)(z^2-b^2),
\end{aligned}
\]

with \(a=v+w\) and \(b=|w-v|\). These are the outer and inner edges of the two bulk bands.

### Choice of root

Since \(H\) is Hermitian, \(g\) is analytic off the real axis, and \(g\simeq1/z\) at large \(|z|\). Define, with principal square roots,

\[
R(z)=\sqrt{z-a}\,\sqrt{z+a}\,\sqrt{z-b}\,\sqrt{z+b}.
\]

The first pair changes sign across the real interval \((-a,a)\), and the second pair across \((-b,b)\). Inside the gap both change sign, so their product is continuous. The cuts of \(R\) are therefore the bands \(b\le|E|\le a\).

At large \(|z|\), using \(a^2+b^2=2(v^2+w^2)\),

\[
R\simeq z^2-\tfrac12(a^2+b^2)=z^2-v^2-w^2 .
\]

The root with \(-R\) then has numerator \(2w^2\) and tends to \(1/z\). The root with \(+R\) would grow as \(z/w^2\). Because \(R\) has no zeros off the real axis, the two roots do not meet there, and the choice holds throughout each half plane:

\[
g(z)=\frac{z^2+w^2-v^2-R(z)}{2zw^2}. \tag{2}
\]

### The zero-energy pole

Approach zero along \(z=iy\), \(y>0\). The phases of \(iy-a\) and \(iy+a\) add up to \(\pi\), so their principal roots multiply to \(i\sqrt{y^2+a^2}\). The other pair behaves likewise, and

\[
R(iy)=-\sqrt{(y^2+a^2)(y^2+b^2)},\qquad R(0)=-ab=-|w^2-v^2| .
\]

The minus sign decides the result. From (2),

\[
\lim_{z\to0}zg(z)=\frac{w^2-v^2+|w^2-v^2|}{2w^2}
=\begin{cases}1-(v/w)^2,&v<w,\\[2pt]0,&v\ge w.\end{cases} \tag{3}
\]

For \(v<w\) there is a pole with the stated weight. For \(v>w\), \(R\) is an analytic function of \(z^2\) near zero, so the numerator of (2) starts at order \(z^2\) and \(g\) at order \(z\). Setting \(g=sz\) in (1) and keeping first order gives \(-(w^2-v^2)s+1=0\), hence

\[
g(z)\simeq-\frac{z}{v^2-w^2}\qquad(v>w).
\]

At \(v=w\) there is no gap, and the limit must be taken from one side:

\[
g(iy)=-\,i\,\frac{\sqrt{y^2+4w^2}-y}{2w^2}\;\longrightarrow\;-\frac iw .
\]

This is finite: the end site has a continuous density of states and no bound state. The denominator of (2) vanishes only at \(z=0\), and \(R\) is finite at finite \(z\), so \(g\) has no other pole.

### The same result from the complex bands

Let the amplitudes on the two sites of cell \(n\) be \(A\lambda^n\) and \(B\lambda^n\), \(n=0,1,\ldots\). In the bulk,

\[
zA=(v+w/\lambda)B,\qquad zB=(v+w\lambda)A,
\]

and multiplication gives the complex band relation

\[
z^2=(v+w/\lambda)(v+w\lambda)=v^2+w^2+vw\left(\lambda+\frac1\lambda\right). \tag{4}
\]

Its two roots have product 1. Off the bands one of them satisfies \(|\lambda|<1\), and the response to a source at the end uses this root. The end equation is \(zA-vB=1\). Multiply it by \(z\) and use \(zB=(v+w\lambda)A\):

\[
(z^2-v^2-vw\lambda)A=z .
\]

By (4) the bracket equals \(w^2+vw/\lambda=w(w\lambda+v)/\lambda\). Since \(A=g\),

\[
g=\frac{z\lambda}{w(w\lambda+v)} .
\]

A pole requires \(\lambda=-v/w\). This value makes (4) vanish, so \(z=0\), and it is a decaying root only if \(v<w\). For \(v>w\) the decaying root at zero energy is \(-w/v\), and the denominator does not vanish. The bulk offers an evanescent wave at zero energy on both sides of the transition; the end condition accepts it on one side.

The state itself confirms the weight. At \(E=0\), the equation at site 1 gives \(v\psi_2=0\), and the later odd-site equations then make every even-site amplitude zero. The even-site equations give \(v\psi_{2n+1}+w\psi_{2n+3}=0\), so

\[
\psi_{2n+1}=\psi_1\left(-\frac vw\right)^n .
\]

Normalization requires \(|\psi_1|^2\sum_n(v/w)^{2n}=1\). The geometric series converges only for \(v<w\), and gives \(|\psi_1|^2=1-(v/w)^2\). The amplitude decay length is

\[
\xi=\frac d{\ln(w/v)} .
\]

### Where the remaining weight goes

At \(z=E+i0\) with \(E\) inside the positive band, \(R=i\sqrt{(a^2-E^2)(E^2-b^2)}\); inside the negative band its sign is reversed. The density of states on site 1, \(A(E)=-\mathrm{Im}\,g(E+i0)/\pi\), is therefore

\[
A(E)=\frac{\sqrt{(a^2-E^2)(E^2-b^2)}}{2\pi|E|w^2},\qquad b<|E|<a .
\]

Completeness makes the total weight on site 1 equal to 1. The bands therefore hold \((v/w)^2\) when \(v<w\), and all of it when \(v\ge w\). As \(v\) approaches \(w\) from below, the pole fades continuously into the bands while its energy stays at zero.

## Numbers, and comparison with the estimate

Here \(v/w=0.7544\), the bands run from 0.70 to 5.00 eV on either side of zero, and the full gap is 1.40 eV. The exact results are

\[
1-(0.7544)^2=0.431,\qquad \xi=\frac{0.245\ \text{nm}}{\ln(2.85/2.15)}=0.869\ \text{nm}.
\]

Numerical integration of \(A(E)\) over both bands gives 0.569, the complement of the pole weight. At \(E=2\) eV the density is 0.084 per eV.

The approach to the pole can be followed by solving the linear equations for the first column of the resolvent of a 2000-site chain at \(z=i\eta\). The second row exchanges the two bonds and keeps their values.

| \(\eta\) (eV) | 0.3 | 0.1 | 0.01 |
|---|---:|---:|---:|
| \(zg\), weak bond first | 0.4447 | 0.4325 | 0.4309 |
| \(zg\), strong bond first | 0.0243 | 0.00284 | 0.0000286 |

The first row settles at the pole weight. The second falls as \(\eta^2\), as \(g\propto z\) requires; its coefficient is \(1/(2.85^2-2.15^2)=0.286\) eV\(^{-2}\).

To compare with scaling, put \(\delta=(w-v)/w\), which is \(p_{\rm est}\). Since \(v/w=1-\delta\),

\[
1-\left(\frac vw\right)^2=\delta(2-\delta),\qquad
\frac{\xi}{\xi_{\rm est}}=\frac{\delta}{-\ln(1-\delta)} .
\]

The estimated weight is low by the factor \(2-\delta=1+v/w\), here 1.75. Near the transition this factor tends to 2, because probability decays twice as fast as amplitude. At \(v\to0\) it tends to 1. The length estimate of 1.00 nm is 15% above the exact 0.869 nm. It becomes correct as \(\delta\to0\), but fails as \(v\to0\), where \(\xi\) goes to zero and \(\xi_{\rm est}\) to one cell. Scaling thus gives the linear vanishing of the weight; the end equation supplies its factor and fixes the side on which the state exists.

## Consequences for a contact, and limits of the model

If this chain serves as a lead, a device level at zero energy coupled to site 1 by a small hopping \(t_c\) acquires the self-energy \(t_c^2g(E)\). With \(p=1-(v/w)^2\) and \(|E|\ll b\), the pole term gives \(E=t_c^2p/E\), or \(E=\pm t_c\sqrt p\). The level splits although the lead has no propagating state there. For \(v>w\) this splitting is absent.

The end state occupies only odd sites. While it exists, its energy therefore stays at zero if the odd sites have zero energy and no hopping joins one odd site to another; energies on the even sites do not affect it. These conditions do not guarantee that the state exists: exchanging \(v\) and \(w\) respects them and removes it. An energy \(u\) on site 1 changes the surface function to \(g/(1-ug)\), so the pole moves to \(ug(E)=1\). Substitution of \(g=1/u\) in (1) yields

\[
uE^2-(u^2+w^2)E+u(w^2-v^2)=0 .
\]

For an assumed \(u=0.5\) eV, the root in the gap is 0.212 eV, close to the first-order shift \(up=0.215\) eV. Inside the gap \(g\) decreases with \(E\), from \(+\infty\) at \(0^+\) to \(1/w\) at \(E=b\), so for \(v<w\) and \(0<u<w\) the state remains in the gap. Negative \(u\) gives the mirror image.

A second-neighbour hopping \(t'\) moves the state by \(2t'\sum_n\psi_{2n+1}\psi_{2n+3}=-2t'v/w\) to first order, while the gap middle, at \(k=\pi\), moves by \(-2t'\). For \(t'=0.1\) eV the difference is \(2t'(1-v/w)=0.049\) eV.

A finite chain of \(N\) cells with weak bonds at both ends has a second end state on the even sites. The pair lies in the gap only if \(v/w<N/(N+1)\), which here means \(N\ge4\). The left state fails to solve the finite-chain equations only at the last site, where the residual is \(v\psi_{2N-1}\). Multiplying its magnitude by the right state's end amplitude gives levels \(\pm E_N\) with

\[
E_N\simeq vp\left(\frac vw\right)^{N-1}=wp\left(\frac vw\right)^N .
\]

For 20 cells (4.9 nm) this is 4.4 meV, and diagonalization gives the same to this accuracy. The formula needs a chain long compared with \(\xi\): it is low by about 1% at 10 cells, 8% at 6 and 18% at 4. A broadening much larger than this hides the splitting.

The parameters are rough values in the regime of trans-polyacetylene, a carbon chain with alternating bonds and one \(\pi\) orbital per carbon. Two assumptions are serious there. First, electrons repel. For an assumed on-site repulsion \(U=4\) eV, the first-order separation between removing the electron of a singly occupied end state and adding a second one is

\[
U\sum_j|\psi_j|^4=U\frac{1-(v/w)^2}{1+(v/w)^2}=4\times0.275=1.10\ \text{eV}.
\]

This is comparable with the non-interacting gap of 1.40 eV, so a single peak at zero energy is not a reliable prediction for such a chain. First order is only a guide at this \(U\): in chains of 7 to 11 sites the exact separation is 10 to 12% larger than its first-order value, and the repulsion also widens the gap itself. The thermal energy at 300 K, 26 meV, is small beside either energy.

Second, the bonds can relax. To size this, give each bond an elastic energy \(f(t-t_0)+K(t-t_0)^2/2\), with \(t_0=2.5\) eV and with \(f\) and \(K\) chosen to make the bulk pattern stationary; this gives \(K=1.21\) eV\(^{-1}\). Take 161 sites and 161 electrons, and reverse the alternation near the weak-bond end through a hyperbolic-tangent wall. Diagonalizing for walls 2, 4, 7 and 10 bonds wide, centred up to 60 bonds from the end, gives a lowest energy 0.62 eV below the rigid pattern. The best wall is 7 bonds wide and sits at the far limit of the scan, but its energy changes by only about 0.1 meV beyond 30 bonds, so no preferred position near the end was found. Relaxing every bond freely lowers the energy further, to 0.66 eV below the rigid pattern. The zero mode goes with it, and its weight on site 1 drops from 0.43 to about \(2\times10^{-8}\), a value set by where the scan ends. No barrier hinders this motion in the model: for walls 4 and 7 bonds wide the energy falls steadily as the wall moves in from the end, and plain descent from the rigid pattern carries the zero mode inward. In this model, then, the weight 0.43 describes a chain whose bond pattern is held fixed.

All numerical values are calculated from the stated model.
